# The Wiedemann–Franz law from elastic scattering and the Sommerfeld expansion

Between 300 K and 1000 K, at fixed chemical potential, the electrical conductivity $\sigma$ of a model metal with static impurities rises by about 0.055 percent, from $7.156\times10^7$ to $7.160\times10^7$ S/m. Its electronic thermal conductivity $\kappa$ rises from 524 to 1749 W/(m K), a factor of 3.33. Yet the combination $\kappa/(\sigma T)$ is $2.443\times10^{-8}$ W Ω/K² at both temperatures. To the digits shown it equals

$$L_0=\frac{\pi^2k_B^2}{3e^2},$$

which contains neither the impurity density nor the scattering strength.

To see why, take independent band electrons of charge $-e$ in an isotropic medium, without a magnetic field. They have energy $E_{\mathbf k}$, measured from the band bottom, and velocity $\mathbf v=\partial E_{\mathbf k}/\partial\mathbf k$. Hartree atomic units are used, so $\hbar$, the electron mass and $e$ equal one, but $e$ stays visible to keep track of signs. Temperature is in kelvin. A weak electric field $\boldsymbol{\mathcal E}$ and weak gradients of temperature $T$ and chemical potential $\mu$ drive a steady flow described by the Boltzmann equation

$$\mathbf v\cdot\nabla f-e\boldsymbol{\mathcal E}\cdot\frac{\partial f}{\partial\mathbf k}=\left(\frac{\partial f}{\partial t}\right)_{\rm coll}.$$

Suppose that every collision conserves the electron's energy and that its rate is symmetric, $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. Scattering in minus scattering out is then

$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[f_{\mathbf k'}(1-f_{\mathbf k})-f_{\mathbf k}(1-f_{\mathbf k'})\right]=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(f_{\mathbf k'}-f_{\mathbf k}),$$

because the products $f_{\mathbf k}f_{\mathbf k'}$ cancel. The Fermi function $f_0$ depends on energy alone and makes this vanish. Write the deviation from it as $\delta f=(-f_0')\phi$, with $f_0'=\partial f_0/\partial E$. The factor $-f_0'$ is the same for both states of a collision, so the collision term becomes $-(-f_0')\,C\phi$, where

$$(C\phi)_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'}).$$

On the left side $f_0$ suffices at first order in the driving forces. It is a function of $y=(E-\mu)/(k_BT)$, so $\nabla f_0=f_0'\,k_BT\,\nabla y$, and

$$\nabla f_0=(-f_0')\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].$$

The field term is $-e\boldsymbol{\mathcal E}\cdot\mathbf v f_0'=(-f_0')\,e\boldsymbol{\mathcal E}\cdot\mathbf v$. With the effective field $\boldsymbol{\mathcal E}^*=\boldsymbol{\mathcal E}+\nabla\mu/e$, division by $-f_0'$ leaves

$$C\phi=-\mathbf v\cdot\left[e\boldsymbol{\mathcal E}^*+\frac{E-\mu}{T}\nabla T\right].$$

The thermal source differs from the electrical one by a function of energy. Since $C$ connects only states of equal energy, such a function passes through it: $C[h(E)\phi]=h(E)\,C\phi$. One vector mean free path $\boldsymbol\Lambda$, defined by $C\boldsymbol\Lambda=\mathbf v$, therefore solves both problems:

$$\phi=-\boldsymbol\Lambda\cdot\left[e\boldsymbol{\mathcal E}^*+\frac{E-\mu}{T}\nabla T\right].$$

A solution $\boldsymbol\Lambda$ exists for the following reason. The symmetry of $W$ gives $\sum\phi\,C\phi=\frac12\sum\sum W(\phi-\phi')^2\ge0$. If collisions link all states of an energy shell, the sum vanishes only for $\phi$ constant on each shell. The source has no such component, because $\mathbf v$ averages to zero over a shell of an isotropic medium. Setting the shell average of $\boldsymbol\Lambda$ to zero makes it unique.

Now collect the contributions of each energy in

$$\Sigma(E)=2\int\frac{d^3k}{(2\pi)^3}\,v_x\Lambda_x\,\delta(E-E_{\mathbf k}),\qquad K_n=\int dE\,(-f_0')(E-\mu)^n\,\Sigma(E),$$

where the factor 2 counts spin. The same quadratic form shows that $\Sigma\ge0$, since $v_x=C\Lambda_x$. The electric current is the sum of $-e\mathbf v\,\delta f$ and the heat current is the sum of $(E-\mu)\mathbf v\,\delta f$. Inserting $\phi$ gives

$$\mathbf J=e^2K_0\boldsymbol{\mathcal E}^*+\frac{e}{T}K_1\nabla T,\qquad \mathbf J_Q=-eK_1\boldsymbol{\mathcal E}^*-\frac{K_2}{T}\nabla T.$$

At uniform temperature $\sigma=e^2K_0$. Thermal conductivity is defined at zero electric current, which requires the field $\boldsymbol{\mathcal E}^*=S\nabla T$ with Seebeck coefficient $S=-K_1/(eTK_0)$. Substitution into the heat current gives $\mathbf J_Q=-\kappa\nabla T$ with

$$\kappa=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).$$

Hence the Lorenz ratio $L=\kappa/(\sigma T)$ is

$$L=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

The bracket is the variance of the electron energy under the normalized weight $(-f_0')\Sigma/K_0$. The Lorenz ratio thus measures how widely the energies of the current-carrying electrons are spread. A constant factor in $\Sigma$, such as the inverse impurity density, cancels at any temperature. The shape of $\Sigma$ does not cancel in general, and low temperature is needed to remove it.

Let $\Sigma$ be smooth and non-zero around $\mu$ and change little over several $k_BT$, let $k_BT\ll\mu$, and write $t=k_BT$ and $x=(E-\mu)/t$. The thermal weight in $x$ is even:

$$-\frac{df_0}{dx}=\frac{e^{-x}}{(1+e^{-x})^2}=\sum_{n=1}^{\infty}(-1)^{n+1}n\,e^{-nx}\qquad(x>0).$$

Its odd moments vanish, and its zeroth moment is $f_0(-\infty)-f_0(\infty)=1$. For $m\ge1$, the integral $\int_0^\infty x^{2m}e^{-nx}dx=(2m)!/n^{2m+1}$ gives

$$M_{2m}=2\,(2m)!\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^{2m}}=2\,(2m)!\,\left(1-2^{1-2m}\right)\zeta(2m),$$

where $\zeta(p)=\sum_n n^{-p}$. The last step subtracts the even terms twice from the full sum. The values of $\zeta$ follow from comparing the product $\prod_n(1-z^2/n^2)$ for $\sin(\pi z)/(\pi z)$ with its power series. The $z^2$ terms give $\zeta(2)=\pi^2/6$. The $z^4$ terms give $[\zeta(2)^2-\zeta(4)]/2=\pi^4/120$, hence $\zeta(4)=\pi^4/90$. Therefore

$$M_2=4\cdot\frac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{3},\qquad M_4=48\cdot\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{15}.$$

Extending the energy integrals below the band bottom costs terms of order $e^{-\mu/t}$, apart from powers of $\mu/t$. These are smaller than any power of $t$ as $t\to0$. With $\Sigma$ and its derivatives taken at $\mu$, the Taylor series

$$\Sigma(\mu+tx)=\Sigma+tx\,\Sigma'+\tfrac12t^2x^2\,\Sigma''+\dots$$

yields

$$K_0=\Sigma+\frac{\pi^2}{6}t^2\Sigma''+O(t^4),\qquad K_1=\frac{\pi^2}{3}t^2\Sigma'+O(t^4),$$

$$K_2=\frac{\pi^2}{3}t^2\Sigma+\frac{7\pi^4}{30}t^4\Sigma''+O(t^6).$$

The term $K_1^2/K_0$ is of order $t^4$, whereas $K_2$ starts at order $t^2$. At leading order, then, $\kappa=\pi^2k_B^2T\,\Sigma/3$ and $\sigma=e^2\Sigma$, so

$$\frac{\kappa}{\sigma}=\frac{\pi^2k_B^2}{3e^2}\,T=L_0T.$$

This is the Wiedemann–Franz law. The factor $\pi^2/3$ is the variance of the thermal weight itself: a $\Sigma$ that changes little over several $k_BT$ leaves that weight almost unchanged.

The next order shows how good the law is. Dividing the expansions gives

$$\frac{K_2}{K_0}=\frac{\pi^2t^2}{3}\left[1+\left(\frac{7}{10}-\frac16\right)\pi^2t^2\frac{\Sigma''}{\Sigma}+O(t^4)\right],\qquad \left(\frac{K_1}{K_0}\right)^2=\frac{\pi^4t^4}{9}\left(\frac{\Sigma'}{\Sigma}\right)^2+O(t^6).$$

Since $7/10-1/6=8/15$, the Lorenz ratio is

$$\frac{L}{L_0}=1+\pi^2t^2\left[\frac{8}{15}\frac{\Sigma''}{\Sigma}-\frac13\left(\frac{\Sigma'}{\Sigma}\right)^2\right]+O(t^4).$$

For a power law $\Sigma\propto E^s$ the correction is $\pi^2(t/\mu)^2\,s(3s-8)/15$. Free electrons with an energy-independent relaxation time have $s=3/2$, which gives $-0.35\,\pi^2(t/\mu)^2$.

The model metal of the opening has a parabolic band with $\mu=0.25$ hartree, held fixed as $T$ changes. Its impurities have density $n_i=10^{-4}$ bohr⁻³, scatter independently, and carry the potential $-Ze^{-qr}/r$ with $Z=1$ and $q=1$ in atomic units. These are round parameters, not those of a named material. The model has no phonons. In a real metal between 300 K and 1000 K phonon scattering adds a resistivity that grows with $T$, so $\sigma$ falls on heating; the nearly constant $\sigma$ and the rising $\kappa$ of the opening belong to impurity scattering alone. The Born cross-section used below is part of the model. At this energy the potential is too strong for the Born approximation to be accurate, so the values of $\sigma$ and $\kappa$ belong to the model cross-section, not to exact scattering by this potential. The leading-order law does not depend on this choice. In the Born approximation the differential cross-section is $4Z^2/(Q^2+q^2)^2$, with $Q^2=2k^2(1-\cos\theta)$ for scattering angle $\theta$. Averaging the outgoing velocity over azimuth leaves $\mathbf v\cos\theta$, so $C\mathbf v=\mathbf v/\tau$ with $1/\tau=n_ik\sigma_{\rm tr}$. The transport cross-section $\sigma_{\rm tr}$ weights each deflection by $1-\cos\theta$. With $u=Q^2$ and $a=4k^2/q^2$,

$$\sigma_{\rm tr}=\frac{2\pi Z^2}{k^4}\int_0^{4k^2}\frac{u\,du}{(u+q^2)^2}=\frac{2\pi Z^2}{k^4}\left[\ln(1+a)-\frac{a}{1+a}\right].$$

The integral follows from splitting the integrand into $1/(u+q^2)-q^2/(u+q^2)^2$. At the chemical potential $k^2=2\mu=0.5$ and $a=2$, so $\sigma_{\rm tr}=8\pi(\ln3-2/3)=10.86$ bohr². Since $\boldsymbol\Lambda=\mathbf v\tau$, the density of states $k/\pi^2$ and the directional average $v_x^2\to k^2/3$ give

$$\Sigma(E)=\frac{k^3\tau}{3\pi^2}=\frac{2E}{3\pi^2n_i\sigma_{\rm tr}},\qquad \Sigma(\mu)=\frac{0.5}{3\pi^2\times10^{-4}\times10.86}\approx15.6.$$

At 1000 K, $t=3.167\times10^{-3}$ hartree and $\pi^2t^2=9.90\times10^{-5}$ hartree². The logarithmic derivatives are $\Sigma'/\Sigma=7.884$ hartree⁻¹ and $\Sigma''/\Sigma=36.59$ hartree⁻². The predicted correction is

$$9.90\times10^{-5}\left(\frac{8\times36.59}{15}-\frac{7.884^2}{3}\right)=9.90\times10^{-5}\,(19.51-20.72)=-1.2\times10^{-4}.$$

The two parts are each about 0.2 percent and nearly cancel, which is why the law holds here to about one part in ten thousand. The negative part is the cost of the open circuit. Since $K_1^2/(TK_0)=S^2\sigma T$, it lowers $L/L_0$ by $S^2/L_0$. With $S=-7.08$ µV/K this is $(7.08\times10^{-6})^2/(2.443\times10^{-8})=0.0021$.

These predictions were tested against a direct numerical solution of the Boltzmann equation on a grid of energies and directions, in which the field is adjusted until the electric current vanishes. At 1000 K it gives $L/L_0=0.99988$, in agreement with the second-order formula. At 300 K the deviation from one is $1.1\times10^{-5}$, smaller by about $(1000/300)^2\approx11$. A further test evaluates the integrals $K_n$ and subtracts the second-order formula. Halving $T$ from 1000 K to 500 K divides the remainder by 15.98, close to the factor 16 of a fourth-order term.

Elasticity was used when $E-\mu$ was taken through $C$. To see what its loss can do, add collisions that keep an electron's direction but randomize its energy at rate $\gamma$:

$$C\phi\;\to\;C\phi+\gamma(\phi-\bar\phi).$$

Here $\bar\phi$ is the average over energy at fixed direction, weighted by the density of states times $-f_0'$, so that the number of electrons is conserved. At leading order $k$, $\tau$ and the density of states can be taken at $\mu$. The thermal part of $\phi$ is then odd in $E-\mu$ and has $\bar\phi=0$, so

$$\left(\frac1\tau+\gamma\right)\phi=-\mathbf v\cdot\nabla T\,\frac{E-\mu}{T}.$$

The thermal response shrinks by $1/(1+\gamma\tau)$. The electrical part is the same at all energies for a given direction, so $\phi-\bar\phi=0$ and it does not change. Hence

$$\frac{L}{L_0}\approx\frac{1}{1+\gamma\tau}.$$

The numerical solution at 1000 K gives 0.4998 for $\gamma\tau=1$ and 0.2499 for $\gamma\tau=3$, against the estimates 0.5 and 0.25. These collisions degrade the heat current, in which hot electrons go one way and cold ones the other, while the charge current survives.

The conductivity does fall slightly, by $2.5\times10^{-4}$ and $3.7\times10^{-4}$ of its elastic value, because the mean free path $\ell=k\tau$ varies with energy. Let $\psi(E)$ be the electrical response that replaces $\ell$. It obeys $\psi+\gamma\tau(\psi-\bar\psi)=\ell$, so to first order in the variation $\psi-\bar\psi=(\ell-\bar\ell)/(1+\gamma\tau)$. The conductivity is proportional to the average of $k\psi$ instead of $k\ell$. The loss is the average of $k(\ell-\psi)=\gamma\ell(\psi-\bar\psi)$, and relative to $k\ell=\ell^2/\tau$ it is

$$\frac{\gamma\tau}{1+\gamma\tau}\,\frac{\overline{(\ell-\bar\ell)^2}}{\ell^2}\approx\frac{\gamma\tau}{1+\gamma\tau}\,\frac{\pi^2t^2}{3}\left(\frac{\ell'}{\ell}\right)^2.$$

Since $\Sigma\propto E\ell$, $\ell'/\ell=7.884-1/0.25=3.884$ hartree⁻¹. The last two factors then give $5.0\times10^{-4}$, and multiplication by $1/2$ and $3/4$ reproduces both losses.

Phonon scattering can fall on either side of this divide. If each collision changes the energy by much less than $k_BT$, momentum is lost well before the energy has diffused by $k_BT$, provided the collisions deflect strongly, and the elastic result is a good approximation. If phonons exchange energies of order $k_BT$ but deflect electrons little, they act like the $\gamma$ process and lower $L$. This is an estimate, not a calculation for a phonon spectrum. Heat carried by the phonons themselves is not part of $\kappa$ here and would raise a ratio formed with the total thermal conductivity.

Elastic scattering alone is not enough either. Let $\Sigma$ be constant within $bk_BT$ of $\mu$ and zero outside, with $b\ll1$. The thermal weight is nearly flat across this window, and the variance of a uniform distribution of half-width $b$ is $b^2/3$, so

$$\frac{L}{L_0}\approx\frac{b^2/3}{\pi^2/3}=\left(\frac b\pi\right)^2.$$

For $b=0.2$ this is 0.00405, and the integral gives 0.00404. Electrons that all carry nearly the same energy conduct charge, but at zero net current they carry almost no heat. The Sommerfeld expansion fails here because $\Sigma$ changes abruptly within $k_BT$ of $\mu$. The numerical output lists the values for the model metal, the $\gamma$ process and the window.

## Calculated quantities

```
chemical potential: 0.250 hartree
impurity density: 1.0e-04 bohr^-3
potential strength: 1.0 hartree bohr
inverse screening length: 1.0 bohr^-1
second thermal moment: 3.289868 (dimensionless)
fourth thermal moment: 45.457576 (dimensionless)
transport cross-section at mu: 10.8560 bohr^2
transport time at mu: 1302.70 atomic units of time
S(mu): 15.5554 atomic units of conductivity
S'/S at mu: 7.8843 hartree^-1
S''/S at mu: 36.5885 hartree^-2
L0: 3.299309e-11 hartree^2/(e^2 K^2)
L0 converted: 2.443005e-08 W ohm/K^2
T = 300 K: kB*T = 9.500435e-04 hartree
  kB*T/mu: 0.003800 (dimensionless)
  sigma: 15.55621 atomic units
  sigma converted: 7.15562e+07 S/m
  kappa: 1.53973e-07 hartree/(time bohr K), atomic
  kappa converted: 524.431 W/(m K)
  Seebeck, matrix: -2.1234 microvolt/K
  Seebeck, leading: -2.1235 microvolt/K
  L/L0, matrix: 0.9999892 (dimensionless)
  L/L0, second order: 0.9999893 (dimensionless)
T = 1000 K: kB*T = 3.166812e-03 hartree
  kB*T/mu: 0.012667 (dimensionless)
  sigma: 15.56475 atomic units
  sigma converted: 7.15955e+07 S/m
  kappa: 5.13468e-07 hartree/(time bohr K), atomic
  kappa converted: 1748.873 W/(m K)
  Seebeck, matrix: -7.0754 microvolt/K
  Seebeck, leading: -7.0784 microvolt/K
  L/L0, matrix: 0.9998810 (dimensionless)
  L/L0, second order: 0.9998806 (dimensionless)
remainder of L/L0 at 1000 K: 4.820e-07 (dimensionless)
remainder of L/L0 at 500 K: 3.017e-08 (dimensionless)
remainder quotient: 15.976 (dimensionless)
inelastic, 1000 K, gamma*tau = 1:
  L/L0, matrix: 0.49984 (dimensionless)
  L/L0, estimate: 0.50000 (dimensionless)
  relative drop of sigma: 2.487e-04 (dimensionless)
inelastic, 1000 K, gamma*tau = 3:
  L/L0, matrix: 0.24991 (dimensionless)
  L/L0, estimate: 0.25000 (dimensionless)
  relative drop of sigma: 3.730e-04 (dimensionless)
window half-width: 0.2 kB*T
window L/L0, integral: 0.004042 (dimensionless)
window L/L0, estimate: 0.004053 (dimensionless)
```
